# Interband tunnelling and transverse momentum in a massive Dirac monolayer, part 2

An electron in a clean monolayer tunnels from the valence band to the conduction band along $x$, keeping its transverse wavevector $k_y$. We want the current and the spread of $k_y$ in the transmitted flux.

Near one valley, the two-band model has $A=\hbar v$, with $v$ the Dirac velocity, and half-gap $\Delta=E_g/2$. At total energy $E$ and potential energy $U(x)$, the local energy is $\varepsilon(x)=E-U(x)$. In a uniform field $U=-Fx$, with force $F>0$. Numerically, $F$ in eV/nm is the field in V/nm, and 1 MV/cm is 0.1 V/nm; $A$ is in eV nm. The wave $e^{ik_yy}\chi(x)$ has two band amplitudes, on which the Pauli matrices $\sigma_x,\sigma_y,\sigma_z$ act:

$$-iA\sigma_x\chi'+(Ak_y\sigma_y+\Delta\sigma_z)\chi=\varepsilon\chi. \tag{1}$$

The other valley is described by the same equation with $\Delta$ changed to $-\Delta$. The local bands obey

$$\varepsilon^2=m^2+A^2k_x^2,\qquad m^2=\Delta^2+A^2k_y^2. \tag{2}$$

Between the turning points $\varepsilon=\pm m$ the wave decays, with

$$k_x=i\kappa,\qquad \kappa=\frac{\sqrt{m^2-\varepsilon^2}}{A}. \tag{3}$$

The leading WKB probability is $e^{-S}$ with $S=2\int\kappa\,dx$; $S_0$ is $S$ at $k_y=0$. In an unbounded uniform field the tunnelling probability is exactly

$$T(k_y)=\exp\left[-\frac{\pi(\Delta^2+A^2k_y^2)}{AF}\right], \tag{8}$$

which factorizes as

$$T(k_y)=T_0\,e^{-k_y^2/(2\sigma^2)},\qquad T_0=e^{-\pi\Delta^2/(AF)},\qquad \sigma^2=\frac{F}{2\pi A}. \tag{9}$$

Here $\sigma$, without a subscript, is a width. The incident flux is $\frac{dE}{2\pi\hbar}\,\frac{dk_y}{2\pi}$, the same for every open $k_y$, so the transmitted flux is Gaussian in $k_y$ with standard deviation $\sigma$ if contact occupations depend on energy alone and states on both sides are open over several $\sigma$. For $A|k_y|\ll\Delta$ its transverse energy scale is $k_BT^*=AF/(2\pi\Delta)$, where $T^*$ is not the lattice temperature.

### Current per width

Let $w$ be the energy window in which filled valence states face empty conduction states, and let $g$ be the number of equal spin-valley channels. The Gaussian integral is $\int T\,dk_y=T_0\,\sigma\sqrt{2\pi}=T_0\sqrt{F/A}$. With $2\pi\hbar=h$, the current per width is

$$J=\frac{ge}{h}\,w\,T_0\,\frac{1}{2\pi}\sqrt{\frac FA}. \tag{11}$$

This assumes ideal filling and no limit on $k_y$.

### Worked junction

The parameters are rough values in the regime of monolayer MoS$_2$: $E_g=1.7$ eV, $A=0.35$ eV nm, a field of 5 MV/cm, so $F=0.50$ eV/nm, and a band overlap $w=0.3$ eV. The Dirac velocity is $5.3\times10^5$ m/s, and the band-edge mass $\hbar^2\Delta/A^2$ is 0.53 electron masses.

The tunnel length at $k_y=0$ is $1.7/0.50=3.4$ nm. The exponent is

$$S_0=\frac{\pi(0.85)^2}{0.35\times0.50}=12.97,\qquad T_0=2.3\times10^{-6}.$$

The width is

$$\sigma=\sqrt{\frac{0.50}{2\pi\times0.35}}=0.477\ \text{nm}^{-1},$$

or $5.0\times10^{-26}$ kg m/s in momentum. At $k_y=\sigma$ the probability is $1.4\times10^{-6}$, and at $2\sigma$ it is $3.2\times10^{-7}$. The transverse energy scale is $k_BT^*=33$ meV, which corresponds to 380 K.

For the current take $g=2$, since the valence band is spin-split and each valley supplies one spin at the smaller gap. With $e^2/h=3.874\times10^{-5}$ S and $\sqrt{F/A}/(2\pi)=0.190$ nm$^{-1}=190$ µm$^{-1}$,

$$J=2(3.874\times10^{-5}\,\text{S})(0.3\,\text{V})(2.33\times10^{-6})(190\,\text{µm}^{-1})\approx10\ \text{nA/µm}.$$

With gap and velocity held fixed, the field changes the two parts of (9) very differently:

| Field (MV/cm) | $S_0$ | $T_0$ | $\sigma$ (nm$^{-1}$) |
|---|---|---|---|
| 2 | 32.4 | $8.3\times10^{-15}$ | 0.30 |
| 3 | 21.6 | $4.1\times10^{-10}$ | 0.37 |
| 5 | 13.0 | $2.3\times10^{-6}$ | 0.48 |
| 8 | 8.1 | $3.0\times10^{-4}$ | 0.60 |

The width doubles from the first row to the last, while the probability grows by more than ten orders of magnitude.

### Finite potential drop

Let the total drop be $2h_0=E_g+w=2.0$ eV, centred on $E=0$. The local energies at the two ends are $E-h_0$ and $E+h_0$. A carrier can propagate at both ends if $m<h_0-|E|$, so

$$|k_y|<k_{\max}(E)=\frac{\sqrt{(h_0-|E|)^2-\Delta^2}}{A}.$$

At mid-window this is 1.5 nm$^{-1}$, or $3.2\sigma$. At the window edges it is zero, and there the distribution is cut off rather than Gaussian.

With $z=k_{\max}/\sigma$, the transmitted fraction of the full Gaussian is $\operatorname{erf}(z/\sqrt2)$. Integration by parts gives the second moment in units of $\sigma^2$, before division by that fraction, as $\operatorname{erf}(z/\sqrt2)-\sqrt{2/\pi}\,z\,e^{-z^2/2}$. If (8) is kept for every open $k_y$, averaging both over the window by a midpoint sum gives a current of 0.89 of (11) and an rms width of 0.88 of $\sigma$. These factors count only the cutoff. Ending the field abruptly also changes the transmission of the open channels.

Contact occupation acts separately. With Fermi levels at the two edges of the window and a temperature of 300 K, the mean occupation difference is 0.88. Both this difference and the open fraction are largest at mid-window. The average of their product is therefore at least the product of their averages, which is 0.79. Since neither factor exceeds one, it is also at most the smaller average, 0.88. With (8) kept for the open channels, the current would thus lie between about 8.1 and 9.1 nA/µm. These are not bounds for a junction whose field ends abruptly, as the section on abrupt ends shows.

### Non-uniform field

Suppose instead that the field is strongest in the middle and weaker toward the ends. At mid-window, $E=0$, take $\varepsilon=h_0\tanh(Fx/h_0)$, which has the same total drop and the same peak field as before. Its local slope is $d\varepsilon/dx=F(1-\varepsilon^2/h_0^2)$. With $\varepsilon=m\sin\theta$ and $b=m/h_0$,

$$S=\frac{2h_0^2}{AF}\int_{-\pi/2}^{\pi/2}\frac{b^2\cos^2\theta}{1-b^2\sin^2\theta}\,d\theta .$$

The numerator equals $(1-b^2\sin^2\theta)-(1-b^2)$. The first part integrates to $\pi$. For the second, $\tau=\tan\theta$ gives $\int d\tau/[1+(1-b^2)\tau^2]=\pi/\sqrt{1-b^2}$. Therefore

$$S=\frac{2\pi h_0^2}{AF}\left(1-\sqrt{1-\frac{m^2}{h_0^2}}\right). \tag{12}$$

For $m\ll h_0$ this returns $\pi m^2/(AF)$. In the example $h_0=1.0$ eV, and the exponent rises from 13.0 to 17.0, so $T_0$ falls to 0.018 of its uniform-field value.

The exponent is no longer linear in $m^2$. Differentiating (12) with respect to $k_y^2$ at $k_y=0$ gives $\pi A/(F\sqrt{1-\Delta^2/h_0^2})$. The small-$k_y$ variance is therefore $\sigma^2\sqrt{1-\Delta^2/h_0^2}$. The width shrinks to 0.73 of $\sigma$ and now depends on the gap. The distribution is Gaussian near its centre, not throughout.

### Abrupt ends of the field

The unit prefactor in (8) belongs to an unbounded field. For a uniform field 4.0 nm long between flat leads, the two-component equation (1) was integrated numerically at $E=0$. The integration starts from the outgoing wave on the right and runs to the left, the direction in which the wanted solution grows inside the gap. The result exceeds (8) by a factor of 1.78 at $k_y=0$ and 1.88 at $k_y=\sigma$. Integrated over the energy window and all open $k_y$, with the 300 K occupations, the same scattering problem gives a current of about 13 nA/µm. The gain from the abrupt ends outweighs the losses from the cutoff and the occupations.

Equation (8) is exact for the unbounded field, so the difference comes from ending the field. At $k_y=0$ the leads begin only $(4.0-3.4)/2=0.3$ nm beyond the turning points. Near a turning point $|k_x|^2\approx2\Delta F|x|/A^2$, where $x$ is now measured from that point. Setting $|k_x||x|=1$ gives the length $(A^2/2\Delta F)^{1/3}\approx0.5$ nm over which the wave changes from decaying to propagating. The leads begin within this length, so the far-field waves used to derive (8) have not yet formed there. When the field region is lengthened at the same field, the factor at $k_y=0$ approaches one in an oscillating way: it is 0.89 at 5 nm, 1.06 at 6 nm and 0.96 at 7 nm. Abrupt ends can therefore lower the transmission as well as raise it.

### Corrections to the bands

If the bands depend only on $k^2=k_x^2+k_y^2$, let $k^2(\varepsilon)<0$ be its value at local energy $\varepsilon$ in the gap. The leading exponent is then $S=(2/F)\int\sqrt{k_y^2-k^2(\varepsilon)}\,d\varepsilon$, taken where the root is real. It was evaluated by a midpoint sum for two of the cases below, in the uniform field.

**Remote bands.** They add a term $Bk^2$ to $\Delta$. Its natural size is $B=\hbar^2/(2m_e)=0.038$ eV nm$^2$, with $m_e$ the free-electron mass. This is an estimate, not a fitted value. If the velocity is readjusted to keep the band-edge mass, $\varepsilon^2=\Delta^2+A^2k^2+B^2k^4$. The exponent becomes 13.4, which multiplies $T_0$ by about 0.7, and $\sigma$ changes by about 1%. These small changes depend on holding the mass: if the velocity is left at its old value, the same term raises $T_0$ about tenfold and narrows the distribution by about 10%. The exponent does not show one further effect. When the uniform-field problem is solved numerically with this term included, the centre of the distribution moves by about $0.15\sigma$, in opposite directions in the two valleys. In one valley the probabilities at $k_y=\sigma$ and $k_y=-\sigma$ are roughly 0.5 and 0.7 of the value at $k_y=0$, and in the other valley they are exchanged. These numbers are for $B$ of the same sign as $\Delta$. With the opposite sign, and the velocity again readjusted to keep the band-edge mass, the shift in each valley is reversed and is about $0.20\sigma$.

**Unequal masses.** A scalar term $Ck^2$ that makes the hole 1.2 times as heavy as the electron leaves the exponent at 12.97. In a uniform field this holds for any $C$. With $k_x$ as the variable and $x=i\,\partial/\partial k_x$, the scalar term changes only the phase of the wave, not the probability of reaching the other band.

**Trigonal warping.** For a field along the axis where the warping is even in $k_y$, and at $k_y=0$, it replaces $Ak$ by $Ak+Wk^2$. Nearest-neighbour hopping on a honeycomb lattice of constant $a$ gives $W=Aa/(4\sqrt3)$, which is used here as a size estimate with $a=0.32$ nm. In the gap, $Ak+Wk^2=i\sqrt{\Delta^2-\varepsilon^2}$. The imaginary part of $k$ is the decay constant, and its integral gives an exponent of 12.7, which multiplies $T_0$ by 1.26. The cubic term of the same lattice changes the exponent by a similar amount. With the full lattice dispersion the exponent is 12.5 and the factor is 1.5.

**Spin splitting.** With a rough valence splitting of 0.15 eV, the second spin sees a gap of 1.85 eV and tunnels with 0.09 of the probability of the first. This supports $g=2$ as a first estimate.

### The model beside a real junction

The velocity is a rough input, and the mass follows from it and the gap. The gap is also uncertain, because the quasiparticle gap depends on the surrounding dielectric and may be larger by some tenths of an eV, or by up to about 1 eV when the screening is weak. At fixed velocity and field, a gap of 2.0 eV multiplies $T_0$ by 0.007 and a gap of 2.4 eV by $3\times10^{-6}$. The total drop would then have to be raised as well, since an energy window opens only if the drop exceeds the gap. The current found above therefore illustrates the method and does not predict the current of a particular MoS$_2$ device. The field is an assumed input as well, a drop of 2.0 V over 4.0 nm, and the result is sensitive to it: at 2 to 3 MV/cm the model gives probabilities from $8\times10^{-15}$ to $4\times10^{-10}$.

The field of a real junction need not be uniform. For the tanh profile above, this lowers $T_0$ by a factor of about 56 at mid-window, and by more at other energies. Integrated over the window and all open $k_y$, without the contact occupations, the current is lower than (11) by a factor of about 150. Tunnelling assisted by phonons or defects opens parallel paths that were not computed, so (11) is an estimate of the direct clean-sheet current and not of the total leakage.

Two other processes can be judged from their energies. The factor $e^{-E_g/k_BT}$ for thermal excitation across the gap at 300 K is $3\times10^{-29}$, far below $T_0$. Generation through midgap defects follows half the gap instead, with a factor of about $5\times10^{-15}$. The current it produces also depends on the carrier lifetime and the length of the field region, so this factor alone does not give its share of the leakage. After tunnelling, a carrier that loses no energy has at most 0.3 eV of kinetic energy. That is 0.18 of the gap, so it cannot create a further pair across the same gap. Breakdown at defects, contacts or in the gate dielectric is outside this argument, so nothing here shows that a real monolayer junction sustains a lateral field of 5 MV/cm or more.

### Use in a device calculation

Store $S$ rather than $T$, since $T$ spans many decades. In a uniform field, integrate over $k_y$ analytically with (11) when two conditions hold over most of the window: $k_{\max}$ exceeds about $3\sigma$, and the field extends beyond the turning points by clearly more than $(A^2/2\Delta F)^{1/3}$. Otherwise solve (1) for the actual potential, because the error-function factor corrects only for the cutoff. In a non-uniform field that varies smoothly through and beyond the turning points, as in the tanh profile, evaluate $2\int\kappa\,dx$ along the actual potential for each energy and each $k_y$, because the exponent then depends on $E$ and the width changes too. The incident flux already contains the velocity, so no further factor of $v_x$ or density of states belongs in the current.

In the two-band model with a uniform field, at fixed field and velocity, a smaller gap raises $T_0$ through $E_g^2$ and leaves $\sigma$ unchanged. At the same field and gap, a larger velocity raises $T_0$ and narrows the distribution, because $\sigma^2=F/(2\pi A)$.
